**Vertical gaps, redox free energy and reorganisation energy**

For a Gaussian vertical gap X = E_O − E_R, the program tests ΔA = (m_R + m_O)/2 and λ = (m_R − m_O)/2 = σ²/(2kT). Here m_R and m_O are the mean gaps in the reduced and oxidised ensembles, σ² is the gap variance, ΔA is the oxidation free energy and λ is the reorganisation energy. Grid sums for a periodic ring of six solvent coordinates supply the reference free energies, cumulants and gap densities. The program asserts the exponential link between the two densities, the cumulant correction integrals, and, for the harmonic ring, the static relaxation energy and the λ/4 barrier. It also asserts that windowed Zwanzig and Bennett estimates from Metropolis samples agree with the grid free energy within stated tolerances. In the harmonic case ΔA = 0.3578 Ry and λ = 0.0422 Ry, while the direct Zwanzig estimate is wrong by about 7 kT. In the quartic case the gaps are not Gaussian, and the mean of the two gaps lies 0.0032 Ry above the grid free energy.

## Verification by program

```python
"""Redox free energy and reorganisation energy from vertical-gap statistics.

Result under test: for a Gaussian gap X = E_oxidised - E_reduced,
    dA = (m_R + m_O)/2   and   lambda = (m_R - m_O)/2 = var(X)/(2 kT),
where m_R, m_O are mean gaps in the reduced and oxidised ensembles and
dA = A_oxidised - A_reduced. Non-Gaussian corrections are tested as well.

Model: a periodic ring of solvent coordinates q_i (dimensionless), with
E_R = sum[k q_i^2/2 + a q_i^4 + j (q_i-q_(i+1))^2/2], X = g0 + sum c_i q_i.
The ensemble eta has energy E_R + eta X. Energies are in Ry.
Grid sums give reference values; Metropolis walkers give sampled values.
"""
from math import factorial
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from scipy.special import expit, logsumexp

RY_J = constants.physical_constants["Rydberg constant times hc in J"][0]
RY_EV = constants.physical_constants["Rydberg constant times hc in eV"][0]
temperature = 300.0
kT = constants.k * temperature / RY_J
spring, bond_spring, gap_offset = 0.020, 0.010, 0.400
coupling = np.array([0.030, 0.018, 0.010, 0.008, 0.010, 0.018])
n_sites = len(coupling)
grid = np.linspace(-5.0, 2.6, 96)
spacing = grid[1] - grid[0]
bond = np.exp(-0.5 * bond_spring * (grid[:, None] - grid[None, :])**2 / kT)
etas = np.linspace(0.0, 1.0, 5)
n_walkers, n_sweeps, n_blocks = 8000, 250, 10


def ring_sum(eta, quartic, order=0, t=0.0):
    """Configuration sums of Y^n/n! exp(i t Y), with Y = X - g0."""
    site_energy = 0.5 * spring * grid**2 + quartic * grid**4
    series = [np.eye(len(grid), dtype=complex)]
    series += [np.zeros_like(series[0]) for _ in range(order)]
    for c in coupling:
        x = c * grid
        weight = spacing * np.exp(-(site_energy + eta * x) / kT + 1j * t * x)
        series = [sum(series[n - m] * (weight * x**m / factorial(m))
                      for m in range(n + 1)) @ bond
                  for n in range(order + 1)]
    return np.array([np.trace(matrix) for matrix in series])


def gap_cumulants(eta, quartic):
    s = ring_sum(eta, quartic, order=3).real
    r1, r2, r3 = s[1] / s[0], 2 * s[2] / s[0], 6 * s[3] / s[0]
    return np.array([gap_offset + r1, r2 - r1**2,
                     r3 - 3 * r1 * r2 + 2 * r1**3])


def gap_density(points, eta, quartic, sigma):
    """Fourier inversion of the characteristic function of the gap."""
    dt = 0.2 / sigma
    times = dt * np.arange(1, 46)
    norm = ring_sum(eta, quartic)[0]
    phi = np.array([ring_sum(eta, quartic, t=t)[0] / norm for t in times])
    waves = np.exp(-1j * np.outer(np.asarray(points) - gap_offset, times))
    return dt / np.pi * (0.5 + (waves @ phi).real)


def sample_gaps(quartic, rng):
    """Final gaps of independent walkers, one row per eta window."""
    q = np.zeros((n_sites, len(etas), n_walkers))
    eta = etas[:, None]
    for _ in range(n_sweeps):
        for i in range(n_sites):
            left, right = q[i - 1], q[(i + 1) % n_sites]

            def local_energy(x):
                x2 = x * x
                return (0.5 * spring * x2 + quartic * x2 * x2
                        + eta * coupling[i] * x
                        + bond_spring * (x2 - x * (left + right)))

            old = q[i]
            new = old + 1.2 * (rng.random(old.shape) - 0.5)
            change = local_energy(new) - local_energy(old)
            accept = rng.random(old.shape) < np.exp(
                np.minimum(0.0, -change / kT))
            q[i] = np.where(accept, new, old)
    return gap_offset + np.tensordot(coupling, q, axes=(0, 0))


def zwanzig(work):
    return -kT * (logsumexp(-work / kT) - np.log(len(work)))


def bennett(work_start, work_end):
    def imbalance(c):
        return (np.mean(expit(-(work_start - c) / kT))
                - np.mean(expit((work_end - c) / kT)))
    low = min(work_start.min(), work_end.min())
    high = max(work_start.max(), work_end.max())
    return brentq(imbalance, low, high, xtol=1e-13)


def windowed_bennett(gaps):
    return sum((etas[n + 1] - etas[n]) * 0.0
               + bennett((etas[n + 1] - etas[n]) * gaps[n],
                         (etas[n + 1] - etas[n]) * gaps[n + 1])
               for n in range(len(etas) - 1))


def show(label, value, unit="Ry", digits=6):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Temperature", temperature, "K", 1)
show("kT", kT)
show("One Ry", RY_EV, "eV")
show("Site spring k", spring)
show("Bond spring j", bond_spring)
show("Gap offset g0", gap_offset)
print("Gap couplings c_i (Ry):", " ".join(f"{c:.3f}" for c in coupling))
print(f"Windows: {len(etas)}; walkers per window: {n_walkers}; "
      f"sweeps: {n_sweeps}")

rng = np.random.default_rng(24681)
nodes, weights = np.polynomial.legendre.leggauss(24)
nodes, weights = (nodes + 1) / 2, weights / 2

for name, quartic in (("HARMONIC", 0.0), ("QUARTIC", 0.004)):
    z_r = ring_sum(0.0, quartic)[0].real
    z_o = ring_sum(1.0, quartic)[0].real
    dA = gap_offset - kT * np.log(z_o / z_r)
    m_r, var_r, third_r = gap_cumulants(0.0, quartic)
    m_o, var_o, third_o = gap_cumulants(1.0, quartic)
    midpoint, half_shift = (m_r + m_o) / 2, (m_r - m_o) / 2

    # Exact coupling-integral relations, valid without Gaussian statistics.
    path = np.array([gap_cumulants(x, quartic) for x in nodes])
    correction = -np.sum(weights * nodes * (1 - nodes)
                         * path[:, 2]) / (2 * kT**2)
    assert abs(dA - midpoint - correction) < 1e-8
    assert abs(half_shift - np.sum(weights * path[:, 1]) / (2 * kT)) < 1e-8
    assert abs(m_r - dA
               - np.sum(weights * (1 - nodes) * path[:, 1]) / kT) < 1e-8
    assert abs(dA - m_o - np.sum(weights * nodes * path[:, 1]) / kT) < 1e-8
    assert m_o < dA < m_r

    # Densities from the two ensembles obey the exact exponential link.
    points = dA + kT * np.array([-2.0, 0.0, 2.0])
    p_r = gap_density(points, 0.0, quartic, np.sqrt(var_r))
    p_o = gap_density(points, 1.0, quartic, np.sqrt(var_o))
    assert np.max(np.abs(np.log(p_o / p_r) + (points - dA) / kT)) < 1e-5

    gaps = sample_gaps(quartic, rng)
    sampled_midpoint = (gaps[0].mean() + gaps[-1].mean()) / 2
    midpoint_error = np.sqrt((gaps[0].var(ddof=1) + gaps[-1].var(ddof=1))
                             / (4 * n_walkers))
    sampled_lambda = gaps[0].var(ddof=1) / (2 * kT)
    direct = zwanzig(gaps[0])
    stepped = sum(zwanzig((etas[n + 1] - etas[n]) * gaps[n])
                  for n in range(len(etas) - 1))
    bar = windowed_bennett(gaps)
    blocks = [windowed_bennett(part)
              for part in np.split(gaps, n_blocks, axis=1)]
    bar_error = np.std(blocks, ddof=1) / np.sqrt(n_blocks)
    # Allowances cover several standard errors of the finite samples.
    assert abs(sampled_midpoint - midpoint) < 5 * midpoint_error
    assert abs(bar - dA) < 0.15 * kT
    assert abs(stepped - dA) < 0.5 * kT

    print(f"{name} RING, quartic constant a = {quartic:.3f} Ry")
    show("Mean gap in R", m_r)
    show("Mean gap in O", m_o)
    show("Grid free energy dA", dA)
    show("Grid free energy dA", dA * RY_EV, "eV", 4)
    show("Mean of the two gaps", midpoint)
    show("Half difference of the two gaps", half_shift)
    show("Half difference of the two gaps", half_shift * RY_EV, "eV", 4)
    show("Gap standard deviation in R", np.sqrt(var_r))
    show("Variance/(2kT) in R", var_r / (2 * kT))
    show("Variance/(2kT) in O", var_o / (2 * kT))
    show("Sampled mean of two gaps", sampled_midpoint)
    show("Its standard error", midpoint_error)
    show("Sampled variance/(2kT) in R", sampled_lambda)
    show("Direct Zwanzig estimate", direct)
    show("Windowed Zwanzig estimate", stepped)
    show("Windowed Bennett estimate", bar)
    show("Its block standard error", bar_error)

    if quartic == 0.0:
        matrix = ((spring + 2 * bond_spring) * np.eye(n_sites)
                  - bond_spring * (np.roll(np.eye(n_sites), 1, axis=0)
                                   + np.roll(np.eye(n_sites), -1, axis=0)))
        relaxation = 0.5 * coupling @ np.linalg.solve(matrix, coupling)
        assert abs(dA - midpoint) < 1e-9
        assert abs(var_r - var_o) < 1e-10
        assert max(abs(third_r), abs(third_o)) / var_r**1.5 < 1e-7
        assert abs(half_shift - relaxation) < 1e-9
        assert abs(var_r / (2 * kT) - relaxation) < 1e-9
        check_points = np.array([m_r, dA, m_r + np.sqrt(var_r)])
        density = gap_density(check_points, 0.0, quartic, np.sqrt(var_r))
        gaussian = (np.exp(-(check_points - m_r)**2 / (2 * var_r))
                    / np.sqrt(2 * np.pi * var_r))
        assert np.allclose(density, gaussian, rtol=1e-6, atol=0)
        barrier = -kT * np.log(density[1] / density[0])
        assert abs(barrier - relaxation / 4) < 1e-7
        z_double = ring_sum(2.0, quartic)[0].real
        log_second_ratio = np.log(z_double) + np.log(z_r) - 2 * np.log(z_o)
        assert abs(log_second_ratio - var_r / kT**2) < 1e-6
        assert abs(sampled_lambda - relaxation) < (
            5 * relaxation * np.sqrt(2 / n_walkers))
        assert direct - dA > 3 * kT
        show("Static relaxation energy", relaxation)
        show("Free-energy cost at density crossing", barrier)
        show("ln(second moment/mean squared), Zwanzig", log_second_ratio,
             "(no unit)", 3)
        show("Direct Zwanzig error", (direct - dA) / kT, "kT", 2)
    else:
        assert abs(dA - midpoint) > 0.5 * kT
        assert abs(sampled_midpoint - bar) > 5 * np.hypot(
            midpoint_error, bar_error)
        show("dA minus mean of two gaps", dA - midpoint)
        show("Third-cumulant correction integral", correction)
        show("Relaxation after oxidation, m_R - dA", m_r - dA)
        show("Relaxation after reduction, dA - m_O", dA - m_o)

print("verified")
```

Printed output:

```
Temperature: 300.0 K
kT: 0.001900 Ry
One Ry: 13.605693 eV
Site spring k: 0.020000 Ry
Bond spring j: 0.010000 Ry
Gap offset g0: 0.400000 Ry
Gap couplings c_i (Ry): 0.030 0.018 0.010 0.008 0.010 0.018
Windows: 5; walkers per window: 8000; sweeps: 250
HARMONIC RING, quartic constant a = 0.000 Ry
Mean gap in R: 0.400000 Ry
Mean gap in O: 0.315600 Ry
Grid free energy dA: 0.357800 Ry
Grid free energy dA: 4.8681 eV
Mean of the two gaps: 0.357800 Ry
Half difference of the two gaps: 0.042200 Ry
Half difference of the two gaps: 0.5742 eV
Gap standard deviation in R: 0.012664 Ry
Variance/(2kT) in R: 0.042200 Ry
Variance/(2kT) in O: 0.042200 Ry
Sampled mean of two gaps: 0.357893 Ry
Its standard error: 0.000100 Ry
Sampled variance/(2kT) in R: 0.041831 Ry
Direct Zwanzig estimate: 0.371232 Ry
Windowed Zwanzig estimate: 0.357815 Ry
Windowed Bennett estimate: 0.357903 Ry
Its block standard error: 0.000061 Ry
Static relaxation energy: 0.042200 Ry
Free-energy cost at density crossing: 0.010550 Ry
ln(second moment/mean squared), Zwanzig: 44.419 (no unit)
Direct Zwanzig error: 7.07 kT
QUARTIC RING, quartic constant a = 0.004 Ry
Mean gap in R: 0.400000 Ry
Mean gap in O: 0.340380 Ry
Grid free energy dA: 0.366977 Ry
Grid free energy dA: 4.9930 eV
Mean of the two gaps: 0.370190 Ry
Half difference of the two gaps: 0.029810 Ry
Half difference of the two gaps: 0.4056 eV
Gap standard deviation in R: 0.012009 Ry
Variance/(2kT) in R: 0.037947 Ry
Variance/(2kT) in O: 0.020788 Ry
Sampled mean of two gaps: 0.370148 Ry
Its standard error: 0.000084 Ry
Sampled variance/(2kT) in R: 0.038836 Ry
Direct Zwanzig estimate: 0.369085 Ry
Windowed Zwanzig estimate: 0.366924 Ry
Windowed Bennett estimate: 0.367014 Ry
Its block standard error: 0.000056 Ry
dA minus mean of two gaps: -0.003213 Ry
Third-cumulant correction integral: -0.003213 Ry
Relaxation after oxidation, m_R - dA: 0.033023 Ry
Relaxation after reduction, dA - m_O: 0.026597 Ry
verified
```
